# A heated film between cold black walls: Marshak jumps and Fourier's law: a numerical check

```python
# Result under test: a uniformly heated gray film between cold black walls has,
# in the P1 approximation with Marshak wall conditions, temperature rises
#   centre  = Q d^2/(8 k)  * (1 + 8 L/(3 d))
#   average = Q d^2/(12 k) * (1 + 4 L/d),      k = C v L/3.
# Q heating per volume, d thickness, k conductivity, L mean free path,
# C heat capacity per volume of the carrying phonons, v their speed.
# Scaled energy density u = C*rise*v/(Q*L); optical thickness delta = d/L.
import numpy as np
from scipy.constants import k as k_B, e as charge
from scipy.integrate import simpson, quad
from scipy.linalg import toeplitz
from scipy.special import expn


def marshak_film(delta, absorbed=1.0, n=40):
    """Solve the angular projection of transport on 1 and mu; return u(x)."""
    mu, weight = np.polynomial.legendre.leggauss(8)
    half_mu, half_weight = (mu + 1) / 2, weight / 2
    mean_weight = weight / 2
    h = delta / n
    matrix = np.zeros((2 * n + 2, 2 * n + 2))
    rhs = np.zeros(2 * n + 2)
    for j in range(n):
        for p in (0, 1):
            test = mu**p
            rhs[2 * j + p] = np.sum(mean_weight * test)
            for m in (0, 1):
                shape = mu**m
                stream = np.sum(mean_weight * test * mu * shape) / h
                isotropic = np.sum(mean_weight * shape)
                loss = np.sum(mean_weight * test * (shape - isotropic)) / 2
                matrix[2 * j + p, 2 * j + m] = loss - stream
                matrix[2 * j + p, 2 * j + 2 + m] = loss + stream
    for m in (0, 1):
        right_going = np.sum(half_weight * half_mu * half_mu**m)
        left_going = np.sum(half_weight * half_mu * (-half_mu)**m)
        matrix[2 * n, m] = right_going - (1 - absorbed) * left_going
        matrix[2 * n + 1, 2 * n + m] = left_going - (1 - absorbed) * right_going
    return np.linalg.solve(matrix, rhs)[::2]


def fourier_film(heating, conductivity, thickness, n=40):
    """Finite-difference Fourier solution with zero rise at both walls."""
    h = thickness / n
    laplace = (np.diag(-2 * np.ones(n - 1)) + np.diag(np.ones(n - 2), 1)
               + np.diag(np.ones(n - 2), -1)) / h**2
    inside = np.linalg.solve(-conductivity * laplace, heating * np.ones(n - 1))
    return np.concatenate(([0.0], inside, [0.0]))


def centre_and_average(profile):
    grid = np.linspace(0, 1, len(profile))
    return np.array([profile[len(profile) // 2], simpson(profile, x=grid)])


def transport_cells(delta, n):
    """Full transport from the integral equation averaged over n cells."""
    h = delta / n
    e3 = expn(3, h * np.arange(n + 1))
    row = np.empty(n)
    row[0] = 1 - (0.5 - e3[1]) / h
    row[1:] = (e3[:-2] - 2 * e3[1:-1] + e3[2:]) / (2 * h)
    u = np.linalg.solve(np.eye(n) - toeplitz(row), np.ones(n)) - 1
    return np.array([u[n // 2], u.mean()])


def transport(delta):
    """Remove the leading squared-cell-width error with two grids."""
    return (9 * transport_cells(delta, 903) - transport_cells(delta, 301)) / 8


def transport_by_rays(delta, n=201, sweeps=250):
    """Full transport by following rays and iterating the scattering source."""
    x, weight = np.polynomial.legendre.leggauss(16)
    mu, weight = (x + 1) / 2, weight / 2
    h = delta / n
    decay = np.exp(-h / mu)
    u = np.zeros(n)
    for _ in range(sweeps):
        forward = np.empty(n)
        incoming = np.zeros(16)
        for i in range(n):
            source = 1 + u[i]
            outgoing = source + (incoming - source) * decay
            forward[i] = weight @ (source + (incoming - outgoing) * mu / h)
            incoming = outgoing
        u = (forward + forward[::-1]) / 2
    return np.array([u[n // 2], u.mean()])


# Rough typical inputs for a tellurium film, in SI units
atom_density = 2.9e28
speed = 1500.0
conductivity = 2.0
thickness = 40e-9
current_density = 1e10
field = 1e6
temperature = 300.0
heating = current_density * field
capacity = atom_density * k_B      # three acoustic branches out of nine
free_path = 3 * conductivity / (capacity * speed)
scale = heating * free_path / (capacity * speed)

# Both factors at three thicknesses, against two separate numerical solutions
for d in (10e-9, thickness, 200e-9):
    p1 = scale * centre_and_average(marshak_film(d / free_path))
    plain = centre_and_average(fourier_film(heating, conductivity, d))
    factors = np.array([1 + 8 * free_path / (3 * d), 1 + 4 * free_path / d])
    assert np.allclose(p1 / plain, factors, rtol=1e-8)

# Shape of the profile, wall jump, and effect of partly reflecting walls
delta = thickness / free_path
profile = scale * marshak_film(delta)
fourier = fourier_film(heating, conductivity, thickness)
jump = heating * thickness / (capacity * speed)
assert np.allclose(profile - fourier, jump, rtol=1e-7)
absorbed = 0.5
grey_jump = jump * (2 - absorbed) / absorbed
assert np.isclose(scale * marshak_film(delta, absorbed)[0], grey_jump, rtol=1e-8)

# Full transport: two solvers, the thick-film slope and the thin-film logarithm
full = transport(delta)
rays = transport_by_rays(delta)
assert np.allclose(full, rays, rtol=2e-3)
hopf = quad(lambda a: 3 / a**2 - 1 / (1 - a / np.tan(a)), 1e-3, np.pi / 2,
            epsabs=1e-7)[0] + 0.2e-3   # integrand tends to 1/5 at zero
milne = 6 / np.pi**2 + hopf / np.pi
thick = [transport(t)[0] - 3 * t**2 / 8 for t in (10.0, 14.0)]
milne_from_film = (thick[1] - thick[0]) / 4 / 1.5
assert abs(milne_from_film - milne) < 5e-3
thin = 1e-3
thin_full = transport(thin)[1]
thin_log = thin / 2 * (np.log(1 / thin) + 1.5 - np.euler_gamma)
assert abs(thin_full / thin_log - 1) < 0.01

fourier_values = centre_and_average(fourier)
marshak_values = centre_and_average(profile)
full_values = scale * full
print(f"atomic density (rough input): {atom_density*1e-6:.2e} cm^-3")
print(f"phonon speed (rough input): {speed:.0f} m/s")
print(f"cross-film conductivity (rough input): {conductivity:.1f} W/(m K)")
print(f"film thickness d: {thickness*1e9:.0f} nm")
print(f"current density: {current_density*1e-10:.1f} MA/cm2")
print(f"electric field: {field*1e-8:.2f} MV/cm")
print(f"wall temperature: {temperature:.0f} K")
print(f"heating Q: {heating*1e-6:.2e} W/cm3")
print(f"acoustic heat capacity C: {capacity*1e-6:.4f} J/(cm3 K)")
print(f"mean free path L: {free_path*1e9:.2f} nm")
print(f"ratio L/d: {free_path/thickness:.4f}")
print(f"heat flux at each wall: {heating*thickness/2*1e-4:.3e} W/cm2")
print(f"Marshak wall jump: {jump:.4f} K")
for i, name in enumerate(("centre", "average")):
    print(f"{name}, Fourier rise: {fourier_values[i]:.4f} K")
    print(f"{name}, Marshak factor: {marshak_values[i]/fourier_values[i]:.4f}")
    print(f"{name}, Marshak rise: {marshak_values[i]:.4f} K")
    print(f"{name}, full gray transport rise: {full_values[i]:.3f} K")
    error = 100 * (marshak_values[i] / full_values[i] - 1)
    print(f"{name}, Marshak error against full transport: {error:.1f} %")
print("Full transport rise / Marshak rise (centre, average):")
for ratio in (0.05, 0.2, 1.0, 10.0, 1000.0):
    t = 1 / ratio
    quotient = transport(t) / np.array([3*t**2/8 + t, t**2/4 + t])
    assert np.all(quotient > 1)
    print(f"  L/d = {ratio:g}: {quotient[0]:.3f}, {quotient[1]:.3f}")
print(f"Milne length / L, Hopf integral: {milne:.4f}")
print(f"Milne length / L, from film solutions: {milne_from_film:.4f}")
print(f"average u at L/d = 1000, full transport: {thin_full:.3e}")
print(f"average u at L/d = 1000, logarithmic law: {thin_log:.3e}")

# Sizes of neglected effects, again with rough typical inputs
oxide_thickness, oxide_conductivity = 10e-9, 1.4
oxide_rise = heating * thickness / 2 * oxide_thickness / oxide_conductivity
anisotropy = 1.5
turned_centre = fourier_values[0] / anisotropy + jump
lorenz = np.pi**2 / 3 * (k_B / charge)**2
hole_conductivity = lorenz * current_density / field * temperature
debye, gap = 150.0, 0.33
print("Neglected effects:")
print(f"  jump if walls absorb {absorbed:.1f} of phonons: {grey_jump:.3f} K")
print(f"  oxide wall thickness: {oxide_thickness*1e9:.0f} nm")
print(f"  oxide conductivity (rough): {oxide_conductivity:.1f} W/(m K)")
print(f"  rise across that oxide wall: {oxide_rise:.3f} K")
print(f"  conductivity ratio of crystal axes (rough): {anisotropy:.1f}")
print(f"  centre rise with better axis across film: {turned_centre:.3f} K")
print(f"  jump if all nine branches carry, same k and v: {jump/3:.3f} K")
print(f"  hole heat conductivity / k: {100*hole_conductivity/conductivity:.1f} %")
print(f"  Debye temperature (rough): {debye:.0f} K")
print(f"  quantum cut of heat capacity: {100*(debye/temperature)**2/20:.2f} %")
print(f"  centre rise / wall temperature: {100*marshak_values[0]/temperature:.2f} %")
print(f"  hole energy gain over length d: {field*thickness:.3f} eV")
print(f"  band gap (rough): {gap:.2f} eV")
print("no test failed")
```

It prints:

```
atomic density (rough input): 2.90e+22 cm^-3
phonon speed (rough input): 1500 m/s
cross-film conductivity (rough input): 2.0 W/(m K)
film thickness d: 40 nm
current density: 1.0 MA/cm2
electric field: 0.01 MV/cm
wall temperature: 300 K
heating Q: 1.00e+10 W/cm3
acoustic heat capacity C: 0.4004 J/(cm3 K)
mean free path L: 9.99 nm
ratio L/d: 0.2498
heat flux at each wall: 2.000e+04 W/cm2
Marshak wall jump: 0.6660 K
centre, Fourier rise: 1.0000 K
centre, Marshak factor: 1.6660
centre, Marshak rise: 1.6660 K
centre, full gray transport rise: 1.811 K
centre, Marshak error against full transport: -8.0 %
average, Fourier rise: 0.6667 K
average, Marshak factor: 1.9990
average, Marshak rise: 1.3327 K
average, full gray transport rise: 1.447 K
average, Marshak error against full transport: -7.9 %
Full transport rise / Marshak rise (centre, average):
  L/d = 0.05: 1.012, 1.015
  L/d = 0.2: 1.066, 1.069
  L/d = 1: 1.315, 1.276
  L/d = 10: 1.986, 1.900
  L/d = 1000: 4.026, 3.930
Milne length / L, Hopf integral: 0.7104
Milne length / L, from film solutions: 0.7107
average u at L/d = 1000, full transport: 3.931e-03
average u at L/d = 1000, logarithmic law: 3.915e-03
Neglected effects:
  jump if walls absorb 0.5 of phonons: 1.998 K
  oxide wall thickness: 10 nm
  oxide conductivity (rough): 1.4 W/(m K)
  rise across that oxide wall: 1.429 K
  conductivity ratio of crystal axes (rough): 1.5
  centre rise with better axis across film: 1.333 K
  jump if all nine branches carry, same k and v: 0.222 K
  hole heat conductivity / k: 3.7 %
  Debye temperature (rough): 150 K
  quantum cut of heat capacity: 1.25 %
  centre rise / wall temperature: 0.56 %
  hole energy gain over length d: 0.040 eV
  band gap (rough): 0.33 eV
no test failed
```
